# Why Small Ferroelectric Capacitors Switch in Visible Steps

**Question.** Under a constant field, the switched charge of a very small polycrystalline ferroelectric capacitor rises as a staircase, while that of a large one rises smoothly. Relative fluctuations among $N$ independent grains fall only as $1/\sqrt N$. Is this slow decrease the reason for the steps?

**Answer.** No. The inverse square root tells how far one capacitor, or one switching cycle, strays from the mean curve. A step has another origin: one grain reverses abruptly and carries a finite share of the charge. The step is seen if few other grains reverse between the same two readings and if its charge exceeds the readout noise.

## From one grain to the staircase

Let columnar grains extend from one electrode to the other. At $t=0$ a field $E$ is applied and held constant. Each grain reverses once, and no grain influences another. The linear dielectric charge is constant after the field has settled and is subtracted.

Reversal waits for a nucleation event. If grain $i$ has the constant rate $1/\tau_i$, the probability $u_i$ that it is still unswitched obeys $du_i/dt=-u_i/\tau_i$ with $u_i(0)=1$. Hence $u_i=e^{-t/\tau_i}$, and the probability of having switched is

$$p_i(t)=1-e^{-t/\tau_i},\qquad \tau_i=\tau_0\exp\left[(E_i/E)^2\right].$$

The second relation is the field dependence assumed in this model. The activation fields $E_i$ differ between grains and have a Gaussian distribution. Averaging over it gives the mean switched fraction $F(t)=\langle p(t)\rangle$.

A single capacitor does not follow $F$. Let $s_i=0$ before grain $i$ switches and $s_i=1$ afterwards. The time taken by the reversal itself is neglected for now. The switched fraction is

$$S(t)=\sum_i w_i s_i(t),\qquad \sum_i w_i=1,$$

where $w_i$ is the grain's share of the area. Each event raises $S$ by $w_i$, which is $1/N$ for equal grains. The polarization goes from $-P_r$ to $+P_r$, so a grain of area $a$ delivers the charge

$$q=2P_r a .$$

This charge does not depend on $N$. A larger capacitor has jumps of the same charge, but each is a smaller part of the total.

## What the inverse square root describes

Take equal grains. Since $s^2=s$, a grain with known $\tau$ has variance $p-p^2=p(1-p)$ from cycle to cycle. Between grains, $p$ itself varies. The total variance is the mean conditional variance plus the variance of the conditional mean:

$$\operatorname{Var}s=\langle p(1-p)\rangle+\langle p^2\rangle-F^2
=F-\langle p^2\rangle+\langle p^2\rangle-F^2=F(1-F).$$

For independent grains variances add, and each weight $1/N$ enters squared:

$$\operatorname{Var}S=N\frac{F(1-F)}{N^2}=\frac{F(1-F)}{N}.$$

The part $\langle p(1-p)\rangle/N$ changes between cycles of one capacitor. The part $\operatorname{Var}(p)/N$ is built in and distinguishes capacitors. At half switching the total rms spread is $1/(2\sqrt N)$, so

$$\frac{\text{jump}}{\text{rms spread}}=\frac{1/N}{1/(2\sqrt N)}=\frac{2}{\sqrt N}.$$

With growing $N$ the jump shrinks faster than the spread. A large capacitor can depart from the mean by many jump heights and still show no resolved step.

Unequal areas change the count. If switching times do not depend on area, $\operatorname{Var}S=F(1-F)\sum_iw_i^2$ for given areas. Let the areas have a gamma distribution with shape $\kappa=1/c^2$ and scale $\theta$, where $c$ is the standard deviation over the mean. Their joint density is proportional to $\prod_i a_i^{\kappa-1}e^{-A/\theta}$, with $A=\sum_i a_i$. Setting $a_i=Aw_i$ separates it into a function of $A$ and a function of the shares, so the two are independent and $\langle a_i^2\rangle=\langle w_i^2\rangle\langle A^2\rangle$. The total $A$ is gamma distributed with shape $N\kappa$. Therefore

$$\sum_i\langle w_i^2\rangle=N\frac{\kappa(\kappa+1)\theta^2}{N\kappa(N\kappa+1)\theta^2}
=\frac{\kappa+1}{N\kappa+1}=\frac{1+c^2}{N+c^2}.$$

For $c=0.4$, sixteen grains have the spread of 13.9 equal ones.

## Fluctuations without steps, steps without fluctuations

Two cases separate the ideas. First, let every grain consist of very many parts that switch independently with the grain's own $\tau_i$. Then $s_i$ is replaced by the smooth function $p_i(t)$. The variance between capacitors is $\operatorname{Var}(p)/N$, still an inverse-square-root spread. But

$$\frac{dp_i}{d\ln t}=\frac{t}{\tau_i}e^{-t/\tau_i}\le\frac1e,$$

because $xe^{-x}$ is largest at $x=1$. The increment between two readings is thus at most $\Delta\ln t/e$ and vanishes as the readings are refined. In a simulated case with 16 such grains, the largest increment fell from 4.33% to 0.434% when the readings went from 10 to 100 per decade of time. The spread between capacitors fell by a factor 2.01 from $N=16$ to $N=64$, as the square root requires. The law holds, and there are no steps.

Second, let abrupt grains switch at regular times given by $F(t_i)=(i-\tfrac12)/N$. Every capacitor then draws the same staircase, with no spread at all. Between two events, $S-F$ runs uniformly in $F$ from $+1/(2N)$ to $-1/(2N)$, and its mean square is

$$N\int_{-1/(2N)}^{1/(2N)}x^2dx=\frac{1}{12N^2}.$$

The two half intervals at the ends together contribute like one full interval. The rms distance from the mean curve is $1/(N\sqrt{12})$, or 1.80% for $N=16$. For random independent times, averaging the variance uniformly over $F$ gives $\int_0^1F(1-F)\,dF/N=1/(6N)$, hence an rms distance of 10.2%. The steps have the same height in both cases.

## When a step can be resolved

Let a grain have probability $\Delta F_j$ of switching in reading interval $j$. The number $n_j$ that do so is binomial, with mean $m_j=N\Delta F_j$ and variance $N\Delta F_j(1-\Delta F_j)$. The relative ripple of the increment is

$$\frac{\sqrt{\operatorname{Var}n_j}}{m_j}=\sqrt{\frac{1-\Delta F_j}{N\Delta F_j}}=\sqrt{\frac1{m_j}-\frac1N}.$$

Here an inverse square root does bear on visibility, but through the number of grains expected in one interval. If $m_j\gg1$, many jumps merge into one increment. If $m_j\lesssim1$, intervals without any event, which form the plateaus, are common.

A chosen grain switches alone in interval $j$ if it falls there and the other $N-1$ do not. Summing over intervals gives the share of grains seen alone:

$$L=\sum_j\Delta F_j(1-\Delta F_j)^{N-1}.$$

For small $\Delta F_j$ the factor is close to $e^{-N\Delta F_j}$ if $N\Delta F_j^2\ll1$. Where this second condition fails, the interval is so crowded that it adds almost nothing to $L$. With the same $F(t)$, making the intervals $r$ times finer then allows about $r$ times as many grains at equal $L$ when $N$ is large. For a few grains the gain is smaller, because the exponent is $N-1$ and events before the first reading stay in one interval: with the numbers below, ten times finer readings give a factor of about 9 from $N=16$ and about 6 from $N=4$. This holds while the intervals remain longer than the reversal of one grain and the noise does not rise.

Crowding also has a bound. Averaging the inequality for $dp_i/d\ln t$ gives $dF/d\ln t\le1/e$, so $m_j\le N\Delta\ln t/e$ for every interval between two readings, whatever the distribution of $\tau$ in this model.

Finally, the jump must exceed the noise. Take a charge amplifier whose input voltage noise $v_n$ acts on the line and device capacitances. One reading has the charge noise $v_n(C_{\rm line}+C_{\rm dev})$. The difference of two readings with independent noise has $\sqrt2$ times as much, so

$$\frac{\text{jump}}{\text{noise}}=\frac{q}{\sqrt2\,v_n(C_{\rm line}+C_{\rm dev})}.$$

The feedback capacitance is left out. This favours large capacitors, whose greater total charge needs a larger one at a fixed output range.

## Numbers for three capacitors

Take $P_r=20\ \mu\mathrm{C/cm^2}$, a 10 nm film and square grains 15 nm wide. The field is 1.5 MV/cm, the activation fields are $4.5\pm0.45$ MV/cm (mean and standard deviation), and $\tau_0=1$ ns. A grain with the mean activation field has the exponent $(4.5/1.5)^2=9$. The average over grains gives half switching at 5.01 μs and 99% at about 0.9 ms.

The grain area is $225\ \mathrm{nm^2}=2.25\times10^{-12}\ \mathrm{cm^2}$, so

$$q=2(20\times10^{-6})(2.25\times10^{-12})\ \mathrm C=90\ \mathrm{aC},$$

or 562 electrons. Readings are taken ten times per decade from 100 ns to 100 ms. All events before the first reading form one interval, as do those after the last. The line has 30 fF and the amplifier noise is 0.3 mV rms.

**Side 60 nm, $N=16$.** A jump is $1/16=6.25\%$ of the total, and the rms spread at half switching is $1/(2\sqrt{16})=12.5\%$. It consists of 8.89% between cycles and 8.79% between devices, added in quadrature. The busiest interval between readings contains 0.684 grains on average, with a ripple of 118%. Of all grains, 63% are seen alone. The jump is $90/[\sqrt2(0.3)(30.1)]=7$ times the noise, since 1 mV times 1 fF is 1 aC. This capacitor shows steps.

**Side 600 nm, $N=1600$.** A jump is 0.0625% and the spread is 1.25%. With the feedback capacitance left out, the jump is still 5.4 times the noise. But the switched charge is 144 fC, so an output range of 1 V needs a feedback capacitance of at least 144 fF, and more if the linear dielectric charge must fit in the same range. Including 144 fF lowers the ratio to $90/[\sqrt2(0.3)(30+9.6+144)]=1.2$, and the height becomes an obstacle too. Crowding is severe in either case: the busiest interval holds 68 grains and only 0.22% of the grains are seen alone. Through most of the switching the curve looks smooth because many events fall between the same two readings. Only about $0.0022\times1600\approx3.5$ grains per run are seen alone, mostly in the late tail, where small single steps can remain if the readout noise is low enough. The 11.8% ripple in the busiest interval is not a set of resolved jumps.

**Side 6000 nm, $N=160000$.** The spread is still 0.125%, while one jump is 0.000625%. The busiest interval holds about 6800 grains. The device's own 956 fF also brings the jump down to 0.22 of the noise, so both conditions fail.

A simulation with independently drawn activation fields and waiting times tested the spread. It gave 12.44% for $N=16$ and 1.241% for $N=1600$, against 12.5% and 1.25%.

In one simulated run of the smallest capacitor, ten intervals contained one event and three contained two. Two grains switched at times that both round to 3.85 μs. They made a double step of 12.5% that persisted at 100 readings per decade. A visible step therefore need not be one grain. For this $F(t)$ and ten readings per decade, half the grains are seen alone at $N=24$, a side of $15\sqrt{24}\approx73$ nm.

## Where independence fails

Suppose a thin nonferroelectric layer of thickness $s$ and permittivity $\varepsilon_i$ lies between the film, of thickness $d$ and permittivity $\varepsilon_f$, and the upper electrode. Let $z$ point from the lower electrode along the applied field. A switched grain adds the bound charge density $\sigma=+2P_r$ at the interface $z=d$. Its side walls carry none, because $P$ is parallel to them, and the charge at $z=0$ lies on the electrode and is screened.

At fixed voltage the added potential vanishes on both electrodes. For lateral wavenumber $k$, Laplace's equation gives $\phi\propto\sinh kz$ in the film and $\phi\propto\sinh k(d+s-z)$ in the layer. With interface value $\phi_k$, the slopes at $z=d$ are $k\phi_k\coth kd$ below and $-k\phi_k\coth ks$ above. Gauss's law, in SI form, requires

$$\varepsilon_0\varepsilon_f k\phi_k\coth kd+\varepsilon_0\varepsilon_i k\phi_k\coth ks=\sigma_k,$$

$$\phi_k=\frac{\sigma_k}{\varepsilon_0k\left[\varepsilon_f\coth kd+\varepsilon_i\coth ks\right]}.$$

The field change averaged through the film is $-\phi/d$. It opposes the applied field, also in neighbouring grains. For $s=0.5$ nm, $\varepsilon_f=30$, $\varepsilon_i=20$ and no trapped charge, summing the Fourier components and averaging over an adjacent grain gives a drop of 0.032 MV/cm. If that grain has the mean activation field, this raises its $\ln\tau$ by $[4.5/(1.5-0.0322)]^2-9=0.40$. All other grains of an extended film together lower the field by 0.143 MV/cm. The starting depolarizing field, about 0.53 MV/cm along the applied field, is taken as absorbed in the activation fields. This simplification overstates the coupling: if that field is kept explicitly and the activation fields are rescaled to give the same initial $\tau_i$, the rise of 0.40 becomes about 0.3.

A capacitor that has run ahead of the mean thus slows its remaining grains. An event-by-event simulation of 16 grains with this coupling gave 0.72 of the binomial variance at the median switching time, against 1.00 without coupling. The median moved from 5.03 to 7.92 μs, and the share seen alone rose from 63% to 70%. The coupling reduces the fluctuations, yet the steps remain. Their charge is slightly smaller, because the layer takes part of the voltage: at fixed voltage $2P_ra$ is multiplied by $(d/\varepsilon_f)/(d/\varepsilon_f+s/\varepsilon_i)=0.93$, which gives 84 aC instead of 90 aC.

## Beside real capacitors

The thickness, grain width, polarization and field lie in the rough range of ferroelectric hafnium zirconium oxide films. The activation fields, $\tau_0$ and interfacial layer are model choices. The 30 fF line presumes a readout close to the capacitor: the 956 fF case shows that a total near 1 pF would hide a 90 aC jump at this noise. Real grains also differ in area and orientation, and some may not be ferroelectric, so jump heights vary. The interfacial coupling above would move the 12.5% spread to about $12.5\sqrt{0.72}=10.6\%$, or somewhat less far if the starting depolarizing field is kept explicitly; interface charge that follows the reversal would weaken this effect, whereas fixed trapped charge leaves the added charge density $2P_r$ unchanged. Elastic and domain-wall coupling are not computed. If they made groups of $g$ grains switch together, the independent units would number $N/g$ and the jumps would be $g$ times larger.

Other neglected effects can be sized with rough inputs. A wall moving at 1 m/s crosses a grain in 15 ns, short against the 1.3 μs reading interval at half switching. Near 100 ns, however, an interval is only about 26 ns, and the earliest steps would be partly rounded. Leakage of $10^{-6}\ \mathrm{A/cm^2}$ adds 0.00036 jumps by the 99% time in the smallest capacitor and 3.6 in the largest. Switching heat would warm a grain by 24 K if none escaped, for a heat capacity of 2.5 J/(cm³ K). With a conductivity of 1 W/(m K) it escapes in about 0.25 ns, much less than the reversal time, so the actual rise is far smaller. Without an interfacial layer, the field in the film is 0.38 of a rough breakdown field of 4 MV/cm. The interfacial layer is a different matter. Without trapped charge, and with the voltage alone giving 1.5 MV/cm in the film, Gauss's law and the fixed voltage give it about 8 MV/cm before switching and, in the opposite direction, about 13 MV/cm after the whole film has switched. Charge would probably leak through so thin a layer or be trapped there. The coupled results therefore illustrate the mechanism and are not predictions for a real film.

## Computed results

```
Applied field: 1.5 MV/cm
Activation field, mean and s.d.: 4.5, 0.45 MV/cm
Attempt time tau0: 1.0 ns
Remanent polarization: 20.0 uC/cm2
Film thickness, grain width: 10.0, 15.0 nm
Time at half switching: 5.01 us
Time at 99 percent switching: 898 us
Charge of one jump: 90.0 aC
Same, in electrons: 562
Line capacitance: 30 fF
Amplifier noise: 0.3 mV rms
Side 60 nm: N = 16, jump = 6.25 %, rms spread = 12.5 %
  busiest interval: 0.684 grains, ripple 118 %
  grains seen alone 63 %, jump/noise 7
  device capacitance 0.0956 fF, leakage by 99 % time 0.00036 jumps
Side 600 nm: N = 1600, jump = 0.0625 %, rms spread = 1.25 %
  busiest interval: 68.4 grains, ripple 11.8 %
  grains seen alone 0.22 %, jump/noise 5.4
  device capacitance 9.56 fF, leakage by 99 % time 0.036 jumps
Side 6000 nm: N = 160000, jump = 0.000625 %, rms spread = 0.125 %
  busiest interval: 6.84e+03 grains, ripple 1.18 %
  grains seen alone 0.00096 %, jump/noise 0.22
  device capacitance 956 fF, leakage by 99 % time 3.6 jumps
Simulated rms spread, N=16 and 1600: 12.44, 1.241 %
N=16 cycle-to-cycle rms: 8.89 %
N=16 device-to-device rms: 8.79 %
N with half the grains seen alone: 24.0
Area spread 0.4: effective N for 16 grains: 13.9
Gradual grains: rms ratio, N=16 to N=64: 2.01
Gradual: largest increment, 10 and 100 readings/decade: 4.33, 0.434 %
Abrupt: largest increment, same readings: 12.50, 12.50 %
Regular flips: rms distance from F: 1.80 %
Random flips: rms distance from F: 10.21 %
One run, flip times 1-8: 0.522 0.685 0.723 0.848 1.02 1.32 1.58 2.21 us
One run, flip times 9-16: 3.85 3.85 9.62 10.5 20.4 38.2 43.6 67.1 us
One run: intervals with 1, 2, 3 or more flips: 10, 3, 0
Interfacial layer thickness: 0.5 nm
Relative permittivity, film and layer: 30.0, 20.0
Field drop from one switched neighbour: 0.0322 MV/cm
Field drop from all other grains: 0.143 MV/cm
Rise of ln(tau) per switched neighbour: 0.40
Half time, uncoupled and coupled simulation: 5.03, 7.92 us
Variance/binomial, uncoupled and coupled: 1.00, 0.72
Seen alone, uncoupled and coupled: 63.1, 70.0 %
Rough leakage density: 1e-06 A/cm2
Grain reversal time at rough 1 m/s wall speed: 15 ns
Reading interval at half time: 1296 ns
Switching heat: rise without cooling: 24 K
Heat escape time: 0.25 ns
Field / rough breakdown field: 0.38
```
